# Quantum defects and the strengths of the alkali principal lines: a numerical check

```python
# Result under test: for a valence s level (effective quantum number nu) and the
# second p level (nu'), a solvable Coulomb-tail model gives a radial integral
# R = (positive factor) * Q,  Q = 1 - (nu'-nu)^2 + nu*nu'/(nu+nu'),
# so R vanishes at a definite quantum defect difference, near which Li 2s-3p lies.
# The resonance integral has the factor P = 1 + nu' - nu + nu'/(nu+nu') instead.
# Model: -1/r + lam(lam+1)/(2 r^2), lam_s = nu-2, lam_p = nu_2p-1.
# f = (2/3) * energy * R^2. Atomic units inside; eV and angstrom in the output.
# Real atoms: frozen-core Hartree-Fock, from virtual orbitals of the cation.
# The model is fitted to energies only; its limit of validity is tested too.
import numpy as np
from scipy.constants import physical_constants, h, c, e
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import gammaln, roots_genlaguerre, eval_genlaguerre
from pyscf import gto, scf

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
HC = h * c / e * 1e10  # eV angstrom
NBASIS = 60
TAIL = 15.0  # radius outside all nodes of the orbitals used


def q_factor(nu, nup):
    return 1 - (nup - nu)**2 + nu * nup / (nu + nup)


def second_integral(nu, nup):
    s = nu + nup
    log = (gammaln(s) - 0.5 * (gammaln(2*nu - 1) + gammaln(2*nup - 1))
           + s * np.log(2 / s) + nup * np.log(nu) + nu * np.log(nup))
    return np.exp(log) * q_factor(nu, nup)


def resonance_integral(nu, nup):
    s = nu + nup
    log = (gammaln(s + 1) - 0.5 * (gammaln(2*nu - 1) + gammaln(2*nup + 1))
           + (s + 0.5) * np.log(2) + (nup + 1) * np.log(nu)
           + (nu + 0.5) * np.log(nup) - (s + 1) * np.log(s))
    return np.exp(log) * (1 + nup - nu + nup / s)


def polynomials(lam, r):
    return np.array([eval_genlaguerre(j, 2*lam + 2, r) for j in range(NBASIS)])


def model_states(lam):
    """Diagonalize the radial Hamiltonian in r^(lam+1) exp(-r/2) * polynomials."""
    r, w = roots_genlaguerre(NBASIS + 10, 2 * lam)
    p = polynomials(lam, r)
    dp = np.array([np.zeros_like(r) if j == 0 else
                   -eval_genlaguerre(j - 1, 2*lam + 3, r) for j in range(NBASIS)])
    d = (lam + 1 - r / 2) * p + r * dp
    ham = 0.5 * (d * w) @ d.T + (p * w * (0.5 * lam * (lam + 1) - r)) @ p.T
    return eigh(ham, (p * w * r**2) @ p.T)


def model_lines(nu, nu2p):
    """Energies and radial integrals from the s level to all p pseudostates."""
    ls, lp = nu - 2, nu2p - 1
    es, cs = model_states(ls)
    ep, cp = model_states(lp)
    r, w = roots_genlaguerre(NBASIS + 10, ls + lp + 3)
    radial = cs[:, 1] @ ((polynomials(ls, r) * w) @ polynomials(lp, r).T) @ cp
    point = np.array([TAIL])
    sign_s = np.sign(cs[:, 1] @ polynomials(ls, point)[:, 0])
    sign_p = np.sign(cp.T @ polynomials(lp, point)[:, 0])
    return ep - es[1], radial * sign_s * sign_p


# ---- Solvable model: closed formulas against diagonalization ----
print("Model scan, p defect 0; d = s defect minus p defect; R in angstrom")
print("share = part of <r^2> carried by the resonance line")
previous = None
for nu, nu2p in [(2 - d, 2.0) for d in (0, .1, .2, .3, .4, .45)] + [(1.6, 1.95)]:
    omega, radial = model_lines(nu, nu2p)
    f = 2 / 3 * omega * radial**2
    r2 = nu**2 * (2*nu - 1) * (nu + 5) / 2
    total = (1 + nu2p * (nu2p - 1) - (nu - 1) * (nu - 2)) / 3
    assert abs(radial[0] - resonance_integral(nu, nu2p)) < 1e-6
    assert abs(radial[1] - second_integral(nu, nu2p + 1)) < 1e-6
    assert abs(np.sum(radial**2) / r2 - 1) < 1e-4
    # noninteger powers at the origin make the basis sum converge slowly
    assert abs(f.sum() - total) < 3e-3
    if nu2p == 2.0:
        if previous is not None:
            assert f[0] > previous[0]
            if nu >= 1.6:
                assert f[1] < previous[1]
        previous = f[:2]
        print(f"d={2-nu:.2f} Q={q_factor(nu, 3):6.3f} R2p={radial[0]*ANG:.3f} "
              f"R3p={radial[1]*ANG:6.3f} f2p={round(f[0], 4)+0.0:.4f} "
              f"f3p={f[1]:.5f} sum={total:.3f} share={radial[0]**2/r2:.3f}")
zero_direct = brentq(lambda d: model_lines(2 - d, 2.0)[1][1], 0.3, 0.48)
zero_formula = brentq(lambda d: q_factor(2 - d, 3), 0.3, 0.48)
assert abs(zero_direct - zero_formula) < 1e-6
print(f"Zero of the model 2s-3p integral at d = {zero_direct:.4f}")

# ---- Real atoms: frozen-core Hartree-Fock ----
t, wt = np.polynomial.legendre.leggauss(1000)
t, wt = (t + 1) / 2, wt / 2
grid, weight = 80 * t**2, 160 * t * wt


def coulomb_orbital(nu):
    """Model orbital with one node, positive in its tail."""
    u = grid**(nu - 1) * np.exp(-grid / nu) * (grid / (nu * (nu - 1)) - 1)
    return u / np.sqrt(np.sum(weight * u**2))


def alkali(symbol, charge, core_s, core_p, ratio=2.0):
    low = 0.0015
    basis = []
    for l, top in ((0, 1000 * charge**2), (1, 30 * charge**2)):
        count = int(np.ceil(np.log(top / low) / np.log(ratio))) + 1
        basis += [[l, [low * ratio**k, 1.0]] for k in range(count)]
    mol = gto.M(atom=symbol + " 0 0 0", charge=1, spin=0,
                basis={symbol: basis}, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    labels = mol.ao_labels(fmt=None)
    si = [i for i, a in enumerate(labels) if a[2].endswith("s")]
    pi = [i for i, a in enumerate(labels) if a[3] == "z"]
    fock, ovl = mf.get_fock(), mol.intor("int1e_ovlp")
    es, cs = eigh(fock[np.ix_(si, si)], ovl[np.ix_(si, si)])
    ep, cp = eigh(fock[np.ix_(pi, pi)], ovl[np.ix_(pi, pi)])
    z = mol.intor("int1e_r")[2][np.ix_(si, pi)]
    radius = np.append(grid, TAIL)
    xyz = np.column_stack((0 * radius, 0 * radius, radius))
    ao = mol.eval_gto("GTOval", xyz)
    us = radius[:, None] * np.sqrt(4 * np.pi) * (ao[:, si] @ cs)
    up = radius[:, None] * np.sqrt(4 * np.pi / 3) * (ao[:, pi] @ cp)
    sign_s, sign_p = np.sign(us[-1, core_s]), np.sign(up[-1])
    radial = np.sqrt(3) * (cs[:, core_s] @ z @ cp) * sign_s * sign_p
    omega = ep - es[core_s]
    f = 2 / 3 * omega * radial**2
    # core edge: radius holding 99 percent of the outermost core s orbital
    enclosed = np.cumsum(weight * us[:-1, core_s - 1]**2)
    return dict(es=es[core_s], ep=ep[core_p:core_p + 2],
                omega=omega[core_p:core_p + 2], R=radial[core_p:core_p + 2],
                f=f[core_p:core_p + 2], excited=f[core_p:].sum(), all=f.sum(),
                core=us[:-1, 0], s=us[:-1, core_s] * sign_s,
                p=up[:-1, core_p + 1] * sign_p[core_p + 1],
                edge=grid[np.searchsorted(enclosed, 0.99)])


hydrogen_R = second_integral(2, 3)
atoms = {}
print("Frozen-core Hartree-Fock; first = resonance line, second = next line")
for name, args, lines in (("Li", (3, 1, 0), "2s-2p, 2s-3p"),
                          ("Na", (11, 2, 1), "3s-3p, 3s-4p"),
                          ("K", (19, 3, 2), "4s-4p, 4s-5p")):
    a = atoms[name] = alkali(name, *args)
    nu, nup = 1 / np.sqrt(-2 * a["es"]), 1 / np.sqrt(-2 * a["ep"])
    a["nu"], a["nup"] = nu, nup
    r2 = np.sum(weight * grid**2 * a["s"]**2)
    model = np.array([resonance_integral(nu, nup[0]), second_integral(nu, nup[1])])
    a["error"] = model[1] - a["R"][1]
    model_part = weight * grid * coulomb_orbital(nu) * coulomb_orbital(nup[1])
    direct_part = weight * grid * a["s"] * a["p"]
    assert abs(model_part.sum() - model[1]) < 1e-3
    assert abs(direct_part.sum() - a["R"][1]) < 1e-3
    difference = model_part - direct_part
    print(f"{name} {lines}: level energies {a['es']*EV:.4f}, "
          f"{a['ep'][0]*EV:.4f}, {a['ep'][1]*EV:.4f} eV")
    print(f"  nu = {nu:.4f}, {nup[0]:.4f}, {nup[1]:.4f}; "
          f"d(second) = {nup[1]-nu-1:.4f}; Q = {q_factor(nu, nup[1]):.4f}")
    print(f"  transition energies {a['omega'][0]*EV:.4f}, {a['omega'][1]*EV:.4f} eV; "
          f"wavelengths {HC/(a['omega'][0]*EV):.0f}, {HC/(a['omega'][1]*EV):.0f} angstrom")
    print(f"  R direct {a['R'][0]*ANG:.4f}, {a['R'][1]*ANG:.4f}; "
          f"R closed formula {model[0]*ANG:.4f}, {model[1]*ANG:.4f} angstrom")
    print(f"  formula minus direct, second line: "
          f"{difference[grid <= a['edge']].sum()*ANG:.4f} inside, "
          f"{difference[grid > a['edge']].sum()*ANG:.4f} outside "
          f"core edge {a['edge']*ANG:.2f} angstrom")
    print(f"  f = {a['f'][0]:.4f}, {a['f'][1]:.5f}; sum over empty p {a['excited']:.4f}, "
          f"over all p {a['all']:.4f}")
    print(f"  resonance share of f-sum over empty p {a['f'][0]/a['excited']:.4f}, "
          f"of <r^2> {a['R'][0]**2/r2:.4f}")
    assert abs(model[0] / a["R"][0] - 1) < 0.10
    assert a["f"][0] / a["excited"] > 0.7 and a["f"][1] < 0.05
for name in ("Li", "Na"):
    a = atoms[name]
    assert abs(a["error"]) < 0.10 * hydrogen_R
    assert np.sign(a["R"][1]) == np.sign(q_factor(a["nu"], a["nup"][1]))
assert atoms["Li"]["R"][1] > 0 > atoms["Na"]["R"][1]
# Limit of validity: the second-line formula worsens down the group and fails for K
errors = [abs(atoms[name]["error"]) for name in ("Li", "Na", "K")]
assert errors[0] < errors[1] < errors[2]
assert errors[2] > 0.10 * hydrogen_R

li = atoms["Li"]
finer = alkali("Li", 3, 1, 0, ratio=1.8)
assert np.max(np.abs(finer["R"] - li["R"])) < 3e-3
print(f"Li 2s-3p R in a second, denser basis: {finer['R'][1]*ANG:.4f} angstrom")
li_zero = brentq(lambda d: q_factor(li["nup"][1] - 1 - d, li["nup"][1]), 0.2, 0.48)
print(f"Model zero for the computed Li 3p level at d = {li_zero:.4f}")

# Exchange correction to the lithium sum, by direct double quadrature
g = weight * li["core"] * li["s"]
big, small = np.maximum.outer(grid, grid), np.minimum.outer(grid, grid)
exchange = g @ (big + small**2 / (3 * big)) @ g / 3
assert abs(li["all"] - 1 - exchange) < 2e-4
print(f"Li f-sum from the exchange formula: {1+exchange:.4f}")

# ---- Anatomy of the cancellation ----
peaks = {}
for name, s, p, expected in (("H", coulomb_orbital(2), coulomb_orbital(3), hydrogen_R),
                             ("Li", li["s"], li["p"], li["R"][1])):
    integrand = weight * s * grid * p
    plus, minus = integrand[integrand > 0].sum(), integrand[integrand < 0].sum()
    assert abs(plus + minus - expected) < 1e-4
    inner = np.where((grid > 2) & (grid < TAIL))[0]
    k = inner[np.where(np.diff(np.sign(p[inner])) != 0)[0][-1]]
    node = grid[k] - p[k] * (grid[k + 1] - grid[k]) / (p[k + 1] - p[k])
    peaks[name] = grid[np.argmax(np.abs(s))]
    print(f"{name} 2s-3p: positive part {plus*ANG:.4f}, negative part {minus*ANG:.4f}, "
          f"R {expected*ANG:.4f} angstrom")
    print(f"  outer 2s maximum {peaks[name]*ANG:.1f}, 3p node {node*ANG:.2f} angstrom")
assert peaks["Li"] < peaks["H"]
f_h = 2 / 3 * (1 / 8 - 1 / 18) * hydrogen_R**2
print(f"H/Li ratio for 2s-3p: f {f_h/li['f'][1]:.1f}, "
      f"R^2 {(hydrogen_R/li['R'][1])**2:.1f}, energy {(1/8-1/18)/li['omega'][1]:.3f}")
print(f"Li 2s-3p R = {li['R'][1]:.4f} bohr (conversion of the main result)")
print("tests ok")
```

It prints:

```
Model scan, p defect 0; d = s defect minus p defect; R in angstrom
share = part of <r^2> carried by the resonance line
d=0.00 Q= 1.200 R2p=2.750 R3p= 1.622 f2p=0.0000 f3p=0.43487 sum=1.000 share=0.643
d=0.10 Q= 0.953 R2p=2.699 R3p= 1.126 f2p=0.2342 f3p=0.25053 sum=1.030 share=0.746
d=0.20 Q= 0.685 R2p=2.594 R3p= 0.696 f2p=0.4698 f3p=0.11387 sum=1.053 share=0.839
d=0.30 Q= 0.395 R2p=2.439 R3p= 0.339 f2p=0.6797 f3p=0.03210 sum=1.070 share=0.914
d=0.40 Q= 0.083 R2p=2.239 R3p= 0.059 f2p=0.8388 f3p=0.00117 sum=1.080 share=0.963
d=0.45 Q=-0.081 R2p=2.124 R3p=-0.051 f2p=0.8930 f3p=0.00096 sum=1.083 share=0.975
Zero of the model 2s-3p integral at d = 0.4257
Frozen-core Hartree-Fock; first = resonance line, second = next line
Li 2s-2p, 2s-3p: level energies -5.3417, -3.5004, -1.5448 eV
  nu = 1.5960, 1.9715, 2.9677; d(second) = 0.3718; Q = 0.1561
  transition energies 1.8413, 3.7969 eV; wavelengths 6733, 3265 angstrom
  R direct 2.1806, 0.1007; R closed formula 2.2202, 0.1131 angstrom
  formula minus direct, second line: 0.0040 inside, 0.0085 outside core edge 0.88 angstrom
  f = 0.7660, 0.00337; sum over empty p 0.9983, over all p 0.9983
  resonance share of f-sum over empty p 0.7673, of <r^2> 0.9571
Na 3s-3p, 3s-4p: level energies -4.9471, -2.9780, -1.3693 eV
  nu = 1.6584, 2.1375, 3.1522; d(second) = 0.4938; Q = -0.1447
  transition energies 1.9691, 3.5778 eV; wavelengths 6296, 3465 angstrom
  R direct 2.3949, -0.2012; R closed formula 2.4051, -0.1001 angstrom
  formula minus direct, second line: -0.0023 inside, 0.1034 outside core edge 0.99 angstrom
  f = 0.9881, 0.01267; sum over empty p 1.0488, over all p 0.9930
  resonance share of f-sum over empty p 0.9422, of <r^2> 0.9864
K 4s-4p, 4s-5p: level energies -3.9988, -2.6001, -1.2398 eV
  nu = 1.8446, 2.2875, 3.3127; d(second) = 0.4681; Q = 0.0295
  transition energies 1.3987, 2.7590 eV; wavelengths 8864, 4494 angstrom
  R direct 2.9626, -0.1996; R closed formula 2.8962, 0.0251 angstrom
  formula minus direct, second line: -0.0139 inside, 0.2386 outside core edge 1.44 angstrom
  f = 1.0740, 0.00961; sum over empty p 1.1141, over all p 0.9827
  resonance share of f-sum over empty p 0.9640, of <r^2> 0.9876
Li 2s-3p R in a second, denser basis: 0.1007 angstrom
Model zero for the computed Li 3p level at d = 0.4202
Li f-sum from the exchange formula: 0.9983
H 2s-3p: positive part 1.9594, negative part -0.3376, R 1.6218 angstrom
  outer 2s maximum 2.8, 3p node 3.18 angstrom
Li 2s-3p: positive part 0.5905, negative part -0.4898, R 0.1007 angstrom
  outer 2s maximum 1.6, 3p node 3.06 angstrom
H/Li ratio for 2s-3p: f 129.2, R^2 259.5, energy 0.498
Li 2s-3p R = 0.1902 bohr (conversion of the main result)
tests ok
```
